Multislice equation from the squared Dirac equation, with constants at 300 kV

**Problem**

An electron accelerated from rest through 300 kV travels along z and enters a thin specimen with static electrostatic potential Φ(x,y,z). The potential energy is small compared with the kinetic energy, and the electron is deflected through small angles.

(a) Square the Dirac equation and reduce it to an equation that carries the wave from one thin slice of the specimen to the next.

(b) The potential enters that equation through a phase σ∫Φ dz. Find the interaction constant σ and the vacuum wavelength λ at 300 kV.

Hartree atomic units are used: ħ, the electron mass m and the elementary charge e are 1, and the speed of light is c = 137.036. The electron has charge −1, so its potential energy is V = −Φ. The energy E includes the rest energy c².

**A tempting solution**

For a free electron, squaring the Dirac equation gives E² = c²p² + c⁴ for every spinor component. With E = γc² and p² = −∇², this is

∇²ψ + k²ψ = 0, k² = E²/c² − c² = c²(γ² − 1).

At 300 kV this gives k = 168.885 bohr⁻¹ and λ = 2π/k = 1.97 pm. Next, the specimen is included. In the Schrödinger equation a potential energy V changes k² into k² − 2V, so one writes

∇²ψ + (k² − 2V)ψ = 0.

In a region of constant weak V the wavenumber is then √(k² − 2V) ≈ k − V/k = k + Φ/k. The extra phase per unit length is Φ/k, and therefore

σ = 1/k = 1/168.885 = 0.00592 rad/(hartree bohr).

The wavelength is right. The interaction constant is wrong.

**Where the fault lies**

A region of constant V tests the result without any approximation. There the electron is free, except that the energy left for its motion and rest mass is E − V:

(E − V)² = c²k_loc² + c⁴.

Differentiate with respect to V at fixed E, then set V = 0, where k_loc = k:

−2E = 2c²k (dk_loc/dV), so dk_loc/dV = −E/(c²k) = −γ/k.

The tempting solution has −1/k, so it has lost a factor γ. The loss occurred when the potential was added after squaring. The potential belongs beside E in the Dirac equation itself. Squaring then produces the cross term −2EV, and division by c² turns it into −2γV, not −2V. The two agree only in the limit γ → 1, where the Schrödinger equation holds.

The correct factor has a simple meaning. Differentiating E² = c²k² + c⁴ gives the group velocity:

v = dE/dk = c²k/E = k/γ.

Hence γ/k = 1/v: the phase is the potential multiplied by the time the electron spends in it. As the energy grows, v approaches c and this phase rate approaches Φ/c. The wrong rate Φ/k would fall to zero.

**Squaring with the potential in place**

The stationary Dirac equation is (W − D)ψ = 0, with

W = E − V, D = cα·p + βc², p = −i∇.

The matrices obey α_iα_j + α_jα_i = 2δ_ij, α_iβ + βα_i = 0 and β² = 1. Apply W + D from the left, keeping the order of the factors:

(W + D)(W − D) = W² − WD + DW − D² = W² − D² + [D,W].

In D² the cross terms between α·p and β cancel, because these matrices anticommute. The terms p_ip_j are symmetric in i and j, so (α·p)² = p². Thus

D² = c²p² + c⁴ = −c²∇² + c⁴.

For the commutator, βc² commutes with the scalar W. Acting on any spinor f, the rest gives

[D,W]f = −icα·∇(Wf) + icWα·∇f = −icα·(∇W)f = +icα·(∇V)f,

where the last sign comes from ∇W = −∇V. The result is

[(E − V)² + c²∇² − c⁴ + icα·∇V]ψ = 0.

Every solution of the Dirac equation satisfies this equation. The converse does not hold, so the incident wave must be chosen as a Dirac solution. Expand (E − V)² = E² − 2EV + V², divide by c² and use E = γc²:

∇²ψ + [k² − 2γV + V²/c² + (i/c)α·∇V]ψ = 0.

No approximation has been made so far. Two terms must now be shown to be small: the one in V² and the one containing α, called the spin term below.

**The term in V²**

Its ratio to the linear term is |V|/(2γc²). In the model treated below the largest |V| is 4 hartree, and the ratio is 6.7×10⁻⁵.

A constant potential shows what the quadratic corrections do together. There k_loc² = k² − 2γV + V²/c². Expanding the square root to second order in V gives

k_loc = k + (−2γV + V²/c²)/(2k) − (−2γV)²/(8k³) + …
= k − γV/k + (V²/2k³)(k²/c² − γ²) + …

Since k²/c² = γ² − 1, the last bracket equals −1, and

k_loc = k − V/v − V²/(2k³) + …

The quadratic part divided by the linear part is |V|v/(2k³) = |V|/(2γk²). "Weak potential" therefore requires |V| ≪ 2γk², but this alone is not enough. Truncating the expansion of the square root term by term also needs 2γ|V| ≪ k². Since k² = c²(γ − 1)(γ + 1) = T(γ + 1), with T = (γ − 1)c² the kinetic energy, this stricter condition reads |V| ≪ T(γ + 1)/(2γ), a bound between T/2 and T: the potential energy is to be small compared with the kinetic energy. This is sufficient for the linear law k − V/v. At large γ it is more than is needed, because the higher terms largely cancel. For |V| = 4 hartree, 2γ|V|/k² = 2 × 1.587 × 4/168.885² = 4.5×10⁻⁴, and the ratio of the quadratic part to the linear part is

4/(2 × 1.587 × 168.885²) = 4.4×10⁻⁵.

These conditions fail for electrons so slow that T is comparable with |V|, and very close to a nucleus, where |V| grows without bound in the point-charge picture.

**The spin term**

Consider one scattering event, to first order in V. Move the potential terms to the right:

(∇² + k²)ψ = [2γV − (i/c)α·∇V]ψ.

On the right, insert the incident wave u exp(i**k**·r), where u is a normalized Dirac spinor. Let the electron leave with wavevector **k**′ = **k** + **q**, of the same length k. The Fourier component of V with wavevector **q** is V_q, and ∇V contributes i**q**V_q. Since −(i/c)·i = +1/c, the source of the scattered wave is V_q s, with

s = (2γ + α·**q**/c)u.

Let D′ = cα·**k**′ + βc². The incident spinor obeys (cα·**k** + βc²)u = Eu, so cα·**q** u = (D′ − E)u. Therefore

s = (2E + D′ − E)u/c² = (E + D′)u/c² = 2γΛ₊u, Λ₊ = (E + D′)/(2E).

Because D′² = E², we have D′(E + D′) = E(E + D′). Thus Λ₊ projects onto the spinors of positive energy E that belong to the new direction. The spin term makes the scattered spinor a proper Dirac spinor for **k**′.

The effect on the intensity follows from the squared length of s. With (α·**q**)² = q²,

s†s = 4γ² + (4γ/c)u†α·**q** u + q²/c².

To find u†α_iu, write D₀ = cα·**k** + βc². The anticommutation rules give α_iD₀ + D₀α_i = 2ck_i. Taking this between u† and u, with D₀u = Eu, gives 2E u†α_iu = 2ck_i, so u†α_iu = k_i/(γc). The middle term is then 4**k**·**q**/c². Equal lengths of **k** and **k** + **q** require 2**k**·**q** = −q², which makes it −2q²/c². Hence

s†s = 4γ² − q²/c².

For scattering angle θ, q = 2k sin(θ/2), and k = γv. Relative to the value 4γ² without the spin term, the intensity factor is

1 − (v/c)² sin²(θ/2).

At θ = 1 rad this is 0.861, a clear reduction. At 31 mrad the reduction is 1.4×10⁻⁴.

The spinor itself turns by an amount of first order in angle, so interference between different scattering routes needs a separate look. Compare a direct route to **k**′ with one through an intermediate direction **k**₁ that also has length k. Their spinors differ by

Λ₊(**k**′)[1 − Λ₊(**k**₁)]u.

The factor [1 − Λ₊(**k**₁)]u vanishes when **k**₁ = **k**. The product Λ₊(**k**′)[1 − Λ₊(**k**₁)] vanishes when **k**′ = **k**₁. Since 1 − Λ₊ is its own square, it can be written twice, and the difference is a product of two small quantities. It is of second order in the angles. For small-angle intensities we may therefore drop the spin term and use one spinor, ψ ≈ uφe^{ikz}, with a scalar φ.

**From second order to first order in z**

The remaining equation is ∇²ψ + (k² − 2γV)ψ = 0. The factor e^{ikz} carries the fast oscillation, and

∂²(φe^{ikz})/∂z² = (∂²φ/∂z² + 2ik ∂φ/∂z − k²φ)e^{ikz}.

The terms ±k²φ cancel. With ∇⊥² = ∂²/∂x² + ∂²/∂y²,

∇⊥²φ + ∂²φ/∂z² + 2ik ∂φ/∂z − 2γVφ = 0.

If ∂φ/∂z changes by only a small fraction of itself over a distance 1/k, ∂²φ/∂z² is small beside 2ik ∂φ/∂z. Drop it and divide by 2ik. Since −1/(2ik) = i/(2k) and 2γV/(2ik) = −iγV/k = +iγΦ/k,

∂φ/∂z = (i/2k)∇⊥²φ + iσΦφ, σ = γ/k = 1/v.

The positive sign is physical: a positive Φ attracts the electron, raises its local wavenumber and advances its phase.

The approximation has three costs. First, an equation of first order in z, started from the incident wave, contains no backscattered wave. Second, free waves at an angle acquire a slightly wrong phase. For transverse wavenumber q⊥ the true longitudinal wavenumber is

√(k² − q⊥²) = k − q⊥²/(2k) − q⊥⁴/(8k³) − …

The approximate equation keeps the first two terms, so after thickness t its leading phase error is q⊥⁴t/(8k³). This error grows in proportion to the thickness and to the fourth power of q⊥. Third, inside the potential the dropped term also carries powers of V. For constant V the longitudinal wavenumber of the remaining equation is √(k² − q⊥² − 2γV), and the leading phase error becomes (q⊥² + 2γV)²t/(8k³). For the undeflected beam with V = −4 hartree over 200 bohr this is 8×10⁻⁴ rad. Together with the V²/c² term dropped earlier, it leaves the net error V²t/(2k³) found above, 3×10⁻⁴ rad.

**One slice at a time**

Take a slice of thickness Δ. If the potential acted alone, the equation would be ∂φ/∂z = iσΦφ at each point (x,y), with the solution

φ → exp(iσv_n)φ, v_n(x,y) = ∫Φ dz over slice n.

If free propagation acted alone, each transverse Fourier component would obey ∂φ/∂z = −i(q⊥²/2k)φ and be multiplied by exp(−iq⊥²Δ/2k). In real space this is a convolution with

p_Δ(r) = (1/4π²)∫d²q exp(i**q**·r − iq²Δ/2k), r = (x,y).

Complete the square in the exponent:

i**q**·r − iq²Δ/2k = −(iΔ/2k)(**q** − kr/Δ)² + ikr²/(2Δ).

The integral ∫d²q exp(−iaq²), made convergent by a vanishing damping, is π/(ia). Here a = Δ/2k, which gives 2πk/(iΔ), and

p_Δ(r) = (k/2πiΔ) exp(ikr²/2Δ).

Applying the two steps in turn gives the multislice equation, where ⊗ denotes convolution in x and y:

φ_{n+1} = p_Δ ⊗ [exp(iσv_n)φ_n].

This answers part (a).

**The error of the slicing**

Write A = (i/2k)∇⊥² and B = iσΦ, and let Φ be constant along z for this estimate. The true step is exp(Δ(A + B)); the multislice step is exp(ΔA)exp(ΔB). Their second-order terms are

true: (Δ²/2)(A² + AB + BA + B²),
multislice: (Δ²/2)(A² + 2AB + B²).

The difference is (Δ²/2)(AB − BA). It is of order Δ² per slice, and there are t/Δ slices, so the final wave has an error proportional to Δ.

Diffraction intensities do better. Define the symmetric step S = exp(ΔA/2)exp(ΔB)exp(ΔA/2). Then exp(ΔA)exp(ΔB) = exp(ΔA/2) S exp(−ΔA/2), and in a product of N slices the inner half-steps cancel:

[exp(ΔA)exp(ΔB)]^N = exp(ΔA/2) S^N exp(−ΔA/2).

On an untilted incident plane wave the right-hand factor does nothing, since ∇⊥²φ = 0. The left-hand factor gives each diffracted beam a phase, which leaves its intensity unchanged. What remains is S^N. Reversing the sign of Δ turns S into its inverse, so the logarithm of S has only odd powers of Δ. Its error starts at Δ³ per slice, or Δ² in total.

In a test with a potential constant along z, going from 50 to 100 slices reduced the largest wave error by a factor 2.00 and the largest intensity error by a factor 4.00.

**The constants at 300 kV**

The kinetic energy is T = 11024.80 hartree and the rest energy is c² = 18778.87 hartree. Then

γ = 1 + T/c² = 1 + 11024.80/18778.87 = 1.58709,

k = c√(γ² − 1) = 137.036 × √1.51884 = 168.885 bohr⁻¹,

λ = 2π/k = 0.037204 bohr = **1.97 pm**,

v = k/γ = 168.885/1.58709 = 106.412, which is 0.7765c,

σ = 1/v = 1/106.412 = 0.009397 rad/(hartree bohr).

Here the hartree stands for the atomic unit of potential, hartree/e. The numbers above contain the conversion: 300 000 V corresponds to 11024.80 units, so one unit is 27.211 V; and 1.9687 pm corresponds to 0.037204 bohr, so one bohr is 0.05292 nm. Hence

σ = 0.009397/(27.211 × 0.05292) = **0.00653 rad/(V nm)**.

With the constants restored, σ = e/(ħv) = 2πγmeλ/h². The tempting solution gives 0.006526/1.58709 = 0.00411 rad/(V nm), which is 37 percent below the correct value. An independent calculation, which varies V and finds the wavenumber from the eigenvalues of the Dirac matrix, also gives σ = 0.009397 rad/(hartree bohr).

**A model crystal**

The separate estimates above do not show how the errors combine in multiple scattering. A model crystal with round parameters does so for one case. It has 25 layers of period 8 bohr, a total thickness of 200 bohr, and is uniform along y. In the first half of each layer

Φ = Φ₀[1 + cos(2πx/a)], Φ₀ = 2 hartree/e, a = 6 bohr,

and in the second half Φ = 0. With one slice per layer, v_n = 4Φ₀[1 + cos(2πx/a)] in atomic units. Its peak is 4 × 2 × 2 = 16, and the peak phase per slice is 16 × 0.009397 = 0.150 rad.

The diffracted beams have q⊥ = nG with G = 2π/6 = 1.047 bohr⁻¹. Over the whole crystal the free phase of the first beam is

G²t/(2k) = 1.047² × 200/(2 × 168.885) = 0.649 rad.

This is not small, so propagation between slices should matter. For a free wave at the angle of the fifth beam, 31 mrad, dropping ∂²φ/∂z² gives a phase error of 0.0039 rad over the same thickness.

The reference calculation carries all four Dirac components through the same layers, starting from the incident spinor at the entrance plane. It keeps V², the spin term and the coupling to backward waves. Starting from the incident spinor alone sets the reflected wave to zero at the entrance plane. This is a simplification: if the reflected wave is left free there and no wave enters from behind the crystal, the beam intensities change by up to 2.5×10⁻⁵ of the incident intensity. The beam intensities, as fractions of the incident intensity, are:

n = 0: Dirac 0.1058, multislice 0.1058
n = 1: Dirac 0.3564, multislice 0.3564
n = 2: Dirac 0.0859, multislice 0.0859
n = 3: Dirac 0.0047, multislice 0.0047

The largest difference in any beam is 4×10⁻⁵ of the incident intensity, or 5×10⁻⁵ when the reflected wave is left free at the entrance plane. About half of the latter comes from using one slice per layer, the rest from the reduction to first order in z. For this model, this confirms the beam intensities given by the reduction, even with abrupt steps in Φ along z, where the assumption of slow variation is least secure. The phases of the beams were not compared.

Two altered runs show what the agreement depends on. If propagation between slices is switched off, an intensity changes by up to 0.020 of the incident intensity. If both k and σ are replaced by their nonrelativistic values, 2.24 pm for the wavelength and 0.00468 rad/(V nm) for σ, the central beam rises from 0.106 to 0.377. The weaker phase leaves more of the wave undeflected. That run changes both constants, so it does not isolate σ. But removing propagation altogether has a much smaller effect than this, which suggests that most of the change comes from σ. The tempting value, 0.00411 rad/(V nm), was not run through the crystal; it lies still further from the correct one.

The comparison tests the reduction of the Dirac equation in a given static potential. It does so for a smooth potential of at most 4 hartree/e, a thickness of about 11 nm and beams within about 30 mrad. The agreement does not carry over to thick specimens, large angles or the steep potential near atomic nuclei: at 100 mrad over 2000 bohr the phase error q⊥⁴t/(8k³) is already about 4 rad. Energy loss to the specimen and thermal motion of its atoms are absent from both calculations, and a real specimen would need them treated separately.

Values computed for the example and the checks

```
accelerating voltage: 300 kV
speed of light c: 137.0360 a.u.
kinetic energy T: 11024.80 hartree
rest energy c^2: 18778.87 hartree
gamma: 1.58709 (no unit)
speed v: 106.412 a.u.
v/c: 0.77653 (no unit)
wavenumber k: 168.885 1/bohr
wavelength: 0.037204 bohr
wavelength: 1.9687 pm
nonrelativistic wavelength: 2.2391 pm
interaction constant sigma: 0.009397 rad/(hartree bohr), Phi in a.u.
sigma from Dirac eigenvalues: 0.009397 rad/(hartree bohr)
interaction constant sigma: 0.006526 rad/(V nm)
nonrelativistic sigma: 0.004677 rad/(V nm)
spin factor at 1 rad, numerical: 0.861403 (no unit)
spin factor at 1 rad, formula: 0.861403 (no unit)
model: transverse period 6 bohr, layer period 8 bohr
model: 25 layers, thickness 200 bohr, Phi0 2 a.u.
peak projected potential per slice: 16.0 a.u.
peak phase per slice: 0.1504 rad
first-beam free phase per slice: 0.02597 rad
first-beam free phase, whole crystal: 0.6493 rad
peak V^2 term / linear term: 6.71e-05 (no unit)
fifth-beam angle: 31.01 mrad
fifth-beam spin loss: 1.45e-04 (no unit)
fifth-beam paraxial phase error: 3.90e-03 rad
beam intensities (fraction of incident): order, Dirac, multislice, nonrelativistic, no propagation
  0  0.10583  0.10579  0.37671  0.08629
  1  0.35638  0.35642  0.28429  0.33822
  2  0.08589  0.08590  0.02679  0.10570
  3  0.00472  0.00472  0.00056  0.01218
  4  0.00007  0.00007  0.00000  0.00074
largest gap multislice - Dirac: 4.0e-05 (fraction)
largest gap, nonrelativistic constants: 0.271 (fraction)
largest gap, no propagation: 0.020 (fraction)
wave error ratio on halving slices: 2.004 (no unit)
intensity error ratio on halving slices: 4.000 (no unit)
```
